# Minimum Collision Time and the Parallel-Resistor Law of Resistivity Saturation: a numerical check

```python
"""
Resistivity saturation from a minimum time between collisions.

Result under test: if a minimum time tau0 caps the collision rate while the
momentum loss of each carrier stays memoryless, the effective time is tau+tau0
and 1/rho = 1/rho_ideal + 1/rho_sat.  If instead every single free flight must
last at least tau0, the effective time is tau + tau0^2/(2(tau+tau0)).

tau        ideal mean collision time (inverse of the ideal collision rate)
tau0       minimum time
age        time since the last collision of a carrier, seen at a random instant
rho_ideal  1/(eps0 Wp^2 tau),  rho_sat = 1/(eps0 Wp^2 tau0)
Wp         band plasma frequency
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(12345)


def parallel_time(tau, tau0):
    return tau + tau0


def strict_time(tau, tau0):
    return tau + tau0**2 / (2 * (tau + tau0))


# --- Current of a shifted distribution in a non-parabolic cubic band ---------
k = 2 * np.pi * np.arange(48) / 48
kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
band_kT, band_mu, mean_shift = 0.4, -1.0, 0.002


def occupation(shift):
    energy = -2 * (np.cos(kx - shift) + np.cos(ky) + np.cos(kz))
    return 1 / (np.exp((energy - band_mu) / band_kT) + 1)


velocity = 2 * np.sin(kx)
nodes, weights = np.polynomial.laguerre.laggauss(8)
current = sum(w * np.mean(occupation(mean_shift * x) * velocity)
              for x, w in zip(nodes, weights))
f0 = occupation(0.0)
current_formula = mean_shift * np.mean(f0 * (1 - f0) / band_kT * velocity**2)
assert abs(current / current_formula - 1) < 1e-3

# --- Strict minimum for every flight: explicit random trajectory -------------
strict_rows = []
for tau in (0.3, 1.0, 3.0):
    flights = 1.0 + rng.exponential(tau, 1_000_000)
    ends = np.cumsum(flights)
    instants = np.sort(rng.uniform(0, ends[-1], 1_000_000))
    index = np.minimum(np.searchsorted(ends, instants), len(ends) - 1)
    remaining = ends[index] - instants
    age = flights[index] - remaining
    assert abs(age.mean() / strict_time(tau, 1.0) - 1) < 0.01
    for t in (0.5, 2.0):
        if t < 1:
            survive = 1 - t / (tau + 1)
        else:
            survive = tau / (tau + 1) * np.exp(-(t - 1) / tau)
        assert abs(np.mean(remaining > t) - survive) < 0.005
    strict_rows.append((tau, flights.mean(), age.mean()))

# --- Minimum time carried by scattering regions: event simulation ------------
region_rows = []
for tau in (0.3, 1.0):
    count, attempts = 2000, 1_000_000
    clock = np.cumsum(rng.exponential(tau / count, attempts)).tolist()
    carriers = rng.integers(0, count, attempts).tolist()
    regions = rng.integers(0, count, attempts).tolist()
    last_collision = [0.0] * count
    ready_at = [0.0] * count
    warm_up = 0.1 * clock[-1]
    seen_ages, flight_times = [], []
    for now, carrier, region in zip(clock, carriers, regions):
        elapsed = now - last_collision[carrier]
        ready = now >= ready_at[region]
        if now > warm_up:
            seen_ages.append(elapsed)
            if ready:
                flight_times.append(elapsed)
        if ready:
            last_collision[carrier] = now
            ready_at[region] = now + 1.0
    seen_ages = np.array(seen_ages)
    ready_fraction = len(flight_times) / len(seen_ages)
    short_fraction = np.mean(np.array(flight_times) < 1.0)
    moment_ratio = np.mean(seen_ages**2) / seen_ages.mean()**2
    assert abs(ready_fraction / (tau / (tau + 1)) - 1) < 0.02
    assert abs(seen_ages.mean() / parallel_time(tau, 1.0) - 1) < 0.02
    assert abs(moment_ratio - 2) < 0.08
    assert abs(short_fraction - (1 - np.exp(-1 / (tau + 1)))) < 0.01
    region_rows.append((tau, ready_fraction, seen_ages.mean(), short_fraction))


# --- Differences between the two laws, from the moments of the flights -------
def age_from_moments(tau, dead_time):
    flight = dead_time + tau * nodes
    return np.sum(weights * flight**2) / (2 * np.sum(weights * flight))


def shortfall(x):
    return 1 - age_from_moments(x, 2.0) / parallel_time(x, 1.0)


best = minimize_scalar(lambda x: -shortfall(x), bounds=(0.01, 20),
                       method="bounded", options={"xatol": 1e-8})
assert abs(-best.fun - (3 - 2 * np.sqrt(2))) < 1e-8
assert abs(best.x - np.sqrt(2)) < 1e-3
for x in (0.2, 1.0, 5.0):
    assert abs(shortfall(x) - x / (x**2 + 3 * x + 2)) < 1e-10
weak = 0.01
strict_drop = 1 - 1 / age_from_moments(1.0, weak)
assert abs(strict_drop / (weak**2 / 2) - 1) < 0.03

# --- Worked example: rough parameters of a strongly scattering compound ------
MICROOHM_CM = 1e-8
hbar, kB, e = const.hbar, const.k, const.e
plasma_eV, v_fermi, spacing = 4.0, 2.0e5, 0.30e-9
coupling, residual = 1.5, 15 * MICROOHM_CM
strong_residual = 150 * MICROOHM_CM
film, phonon_eV = 10e-9, 0.015
drude_weight = const.epsilon_0 * (plasma_eV * e / hbar)**2
tau_min = spacing / v_fermi
rho_sat = 1 / (drude_weight * tau_min)


def ideal_rho(T, rho_residual=residual):
    return rho_residual + 2 * np.pi * coupling * kB * T / hbar / drude_weight


def rho_parallel(T, rho_residual=residual):
    tau = 1 / (drude_weight * ideal_rho(T, rho_residual))
    return 1 / (drude_weight * parallel_time(tau, tau_min))


slopes = []
ideal_slope = 2 * np.pi * coupling * kB / hbar / drude_weight
for r in (residual, strong_residual):
    numeric = (rho_parallel(301, r) - rho_parallel(299, r)) / 2
    formula = (rho_parallel(300, r) / ideal_rho(300, r))**2 * ideal_slope
    assert abs(numeric / formula - 1) < 1e-4
    slopes.append(numeric)

# Quantum phonon statistics: thermally averaged rate over its classical value
y = phonon_eV * e / (kB * 300)
occupation_phonon = 1 / np.expm1(y)


def fermi(u):
    return 1 / (np.exp(u) + 1)


absorb = quad(lambda u: fermi(u) * (1 - fermi(u + y)), -40, 40)[0]
emit = quad(lambda u: fermi(u) * (1 - fermi(u - y)), -40, 40)[0]
phonon_factor = (absorb * occupation_phonon
                 + emit * (occupation_phonon + 1)) / (2 / y)
assert abs(phonon_factor - (y / 2)**2 / np.sinh(y / 2)**2) < 1e-6

# Diffuse film surfaces: average over depth and direction of flight
tau_300 = 1 / (drude_weight * ideal_rho(300))
time_300 = parallel_time(tau_300, tau_min)
path_300 = v_fermi * time_300
g, gw = np.polynomial.legendre.leggauss(400)
g, gw = (g + 1) / 2, gw / 2
depth, cosine = np.meshgrid(g, g, indexing="ij")
loss = np.exp(-depth * film / (path_300 * cosine)) * 1.5 * (1 - cosine**2)
film_loss = gw @ loss @ gw
assert abs(film_loss / (3 * path_300 / (8 * film)) - 1) < 0.01

band_scale = 0.5 * hbar * (np.pi / spacing) * v_fermi / e

# --- Printed numbers ---------------------------------------------------------
print("Simulations, all times in units of tau0")
for tau, flight, age in strict_rows:
    print(f"strict: tau {tau:.1f}, mean flight {flight:.3f}, mean age {age:.3f},"
          f" formula {strict_time(tau, 1.0):.3f}")
for tau, ready, age, short in region_rows:
    print(f"regions: tau {tau:.1f}, ready fraction {ready:.3f}, mean age"
          f" {age:.3f}, formula {tau + 1:.3f}, flights < tau0 {short:.3f}")
print(f"largest shortfall of strict law, equal saturation: {-100*best.fun:.2f} %"
      f" at tau/tau0 = {best.x:.3f}")
print(f"strict relative drop of rho at tau0/tau = {weak}: {strict_drop:.3e}")
print("Inputs of the example (rough values)")
print(f"plasma energy {plasma_eV:.1f} eV, Fermi velocity {v_fermi:.1e} m/s")
print(f"atomic spacing {spacing*1e9:.2f} nm, transport coupling {coupling:.1f}")
print(f"ideal residual resistivity {residual/MICROOHM_CM:.0f} microohm cm")
print("Results")
print(f"eps0 Wp^2 = {drude_weight:.4e} S/(m s)")
print(f"minimum time tau0 = {tau_min*1e15:.3f} fs")
print(f"rho_sat = {rho_sat/MICROOHM_CM:.1f} microohm cm = {rho_sat:.3e} ohm m")
print("T in K; tau in fs; rho in microohm cm: ideal, parallel,")
print("strict with dead time tau0, strict with dead time 2 tau0; path in nm")
for T in (300, 400, 700, 1000):
    tau = 1 / (drude_weight * ideal_rho(T))
    strict_1 = 1 / (drude_weight * strict_time(tau, tau_min))
    strict_2 = 1 / (drude_weight * strict_time(tau, 2 * tau_min))
    print(f"{T:5d} {tau*1e15:7.3f} {ideal_rho(T)/MICROOHM_CM:7.1f}"
          f" {rho_parallel(T)/MICROOHM_CM:7.1f} {strict_1/MICROOHM_CM:7.1f}"
          f" {strict_2/MICROOHM_CM:7.1f}"
          f" {v_fermi*parallel_time(tau, tau_min)*1e9:7.3f}")
print(f"ideal slope {ideal_slope/MICROOHM_CM:.4f} microohm cm/K")
for r, slope in zip((residual, strong_residual), slopes):
    print(f"300 K, ideal residual {r/MICROOHM_CM:.0f}: ideal"
          f" {ideal_rho(300, r)/MICROOHM_CM:.1f}, parallel"
          f" {rho_parallel(300, r)/MICROOHM_CM:.1f} microohm cm,"
          f" slope {slope/MICROOHM_CM:.4f} microohm cm/K")
print("Neglected effects")
print(f"phonon energy {phonon_eV*1e3:.0f} meV: quantum/classical phonon rate"
      f" at 300 K = {phonon_factor:.4f}")
print(f"film {film*1e9:.0f} nm, diffuse surfaces, 300 K: conductivity loss"
      f" {100*film_loss:.2f} %")
print(f"band energy scale hbar (pi/a) v_F / 2 = {band_scale:.3f} eV")
for T in (300, 1000):
    tau = 1 / (drude_weight * ideal_rho(T))
    width = hbar / parallel_time(tau, tau_min) / e
    print(f"{T} K: hbar/tau_eff = {width:.3f} eV, ratio to band scale"
          f" {width/band_scale:.3f}, (kT/band scale)^2 ="
          f" {(kB*T/e/band_scale)**2:.4f}")
print(f"at saturation: hbar/tau0 = {hbar/tau_min/e:.3f} eV, ratio to band scale"
      f" {hbar/tau_min/e/band_scale:.3f}")
print("no test failed")
```

It prints:

```
Simulations, all times in units of tau0
strict: tau 0.3, mean flight 1.300, mean age 0.685, formula 0.685
strict: tau 1.0, mean flight 1.999, mean age 1.249, formula 1.250
strict: tau 3.0, mean flight 4.004, mean age 3.128, formula 3.125
regions: tau 0.3, ready fraction 0.231, mean age 1.303, formula 1.300, flights < tau0 0.536
regions: tau 1.0, ready fraction 0.500, mean age 2.000, formula 2.000, flights < tau0 0.394
largest shortfall of strict law, equal saturation: 17.16 % at tau/tau0 = 1.414
strict relative drop of rho at tau0/tau = 0.01: 4.950e-05
Inputs of the example (rough values)
plasma energy 4.0 eV, Fermi velocity 2.0e+05 m/s
atomic spacing 0.30 nm, transport coupling 1.5
ideal residual resistivity 15 microohm cm
Results
eps0 Wp^2 = 3.2699e+20 S/(m s)
minimum time tau0 = 1.500 fs
rho_sat = 203.9 microohm cm = 2.039e-06 ohm m
T in K; tau in fs; rho in microohm cm: ideal, parallel,
strict with dead time tau0, strict with dead time 2 tau0; path in nm
  300   2.385   128.2    78.7   114.3    94.9   0.777
  400   1.843   165.9    91.5   140.3   110.3   0.669
  700   1.096   279.1   117.8   200.0   139.4   0.519
 1000   0.779   392.3   134.2   240.2   155.2   0.456
ideal slope 0.3773 microohm cm/K
300 K, ideal residual 15: ideal 128.2, parallel 78.7 microohm cm, slope 0.1422 microohm cm/K
300 K, ideal residual 150: ideal 263.2, parallel 114.9 microohm cm, slope 0.0719 microohm cm/K
Neglected effects
phonon energy 15 meV: quantum/classical phonon rate at 300 K = 0.9724
film 10 nm, diffuse surfaces, 300 K: conductivity loss 2.91 %
band energy scale hbar (pi/a) v_F / 2 = 0.689 eV
300 K: hbar/tau_eff = 0.169 eV, ratio to band scale 0.246, (kT/band scale)^2 = 0.0014
1000 K: hbar/tau_eff = 0.289 eV, ratio to band scale 0.419, (kT/band scale)^2 = 0.0156
at saturation: hbar/tau0 = 0.439 eV, ratio to band scale 0.637
no test failed
```
